# An Upper Bound on Electronic Localisation from the Optical Gap, part 1

(Sections cited here and not found follow in the second part.)

## First half: finite systems

### 1. What dimensions allow

Suppose that the spread of the electrons in an insulator is limited by three quantities: the reduced Planck constant $\hbar$, the electron mass $m$ and the optical gap $E_g$. Since $\hbar^2/m$ has the dimension of energy times length squared, a squared length can be built from them in one way,

$$
\xi^2_{\max}=C\,\frac{\hbar^2}{mE_g},
$$

with $C$ a pure number. Dimensions say neither that such a limit exists nor what $C$ is. An insulator also has other scales, such as lattice constants, nuclear charges and the electron density, and any of them might have entered. The claim to be proved is that none is needed and that $C=\tfrac12$:

$$
\boxed{\;\xi^2\le\frac{\hbar^2}{2mE_g}\;}
\tag{1}
$$

With the energy in eV and the length in Å, $\hbar^2/2m=3.8100$ eV Å$^2$, so a gap of a few eV limits $\xi$ to about one ångström.

### 2. Definitions and assumptions

The algebra uses atomic units, $\hbar=m=e=1$. There are $N$ electrons with positions $\mathbf r_i$, and the nuclei are clamped. The Hamiltonian is

$$
H=\sum_{i=1}^N\frac{\mathbf p_i^2}{2}+W(\mathbf r_1,\dots,\mathbf r_N).
\tag{2}
$$

The function $W$ holds the attraction to the nuclei, any other local potential and the repulsion between electrons. It depends on positions and not on momenta. No mean-field approximation is made.

Choose one axis and let

$$
X=\sum_i x_i,\qquad P=\sum_i p_{x,i}.
$$

The ground state $|0\rangle$ has energy $E_0$ and is not degenerate. The excited states $|n\rangle$ have energies $E_n$, and I write $\Delta_n=E_n-E_0>0$ and $X_{n0}=\langle n|X|0\rangle$. If part of the spectrum is continuous, sums over $n$ include integrals.

The squared localisation length per electron is

$$
\xi^2=\frac{\langle X^2\rangle-\langle X\rangle^2}{N}.
\tag{3}
$$

This is the variance of the summed position, divided by $N$. It is not the mean square size of one orbital, because correlations between different electrons contribute to it.

The optical gap $E_g$ is the lowest $\Delta_n$ for which $X_{n0}\neq0$. States with $X_{n0}=0$ are called dark and the others bright. We assume $E_g>0$.

### 3. The variance as a sum over excitations

Insert a complete set of states between the two factors of $X$:

$$
\langle X^2\rangle=\sum_n\langle0|X|n\rangle\langle n|X|0\rangle
=\langle X\rangle^2+\sum_{n>0}|X_{n0}|^2 .
$$

The term $n=0$ is the squared mean. Subtracting it gives

$$
N\xi^2=\sum_{n>0}|X_{n0}|^2 .
\tag{4}
$$

The ground-state fluctuation of the dipole is thus fixed by the matrix elements that govern absorption of light.

### 4. The sum rule

The function $W$ commutes with $X$, so the kinetic energy alone contributes to $[H,X]$. From $[p,x]=-i$,

$$
[p^2,x]=p[p,x]+[p,x]p=-2ip,
$$

and therefore

$$
[H,X]=-iP .
\tag{5}
$$

A second commutator uses $[x_i,p_{x,j}]=i\delta_{ij}$, which gives $[X,P]=iN$:

$$
[X,[H,X]]=-i[X,P]=-i\,(iN)=N .
\tag{6}
$$

Now expand the same double commutator:

$$
[X,[H,X]]=X(HX-XH)-(HX-XH)X=2XHX-X^2H-HX^2 .
$$

In the ground state each of the last two terms gives $E_0\langle X^2\rangle$. Hence

$$
N=2\langle0|X(H-E_0)X|0\rangle=2\sum_{n>0}\Delta_n|X_{n0}|^2,
$$

where the last step inserts the eigenstates of $H$, and $n=0$ drops out because its energy difference is zero. The result is

$$
\sum_{n>0}\Delta_n|X_{n0}|^2=\frac N2 .
\tag{7}
$$

The right side knows nothing of the potential or the repulsion. This is why the other scales of the material do not enter (1).

### 5. The bound

Every term with $X_{n0}\ne0$ in (7) has $\Delta_n\ge E_g$. Dark states contribute zero, whatever their energy. Replacing each bright energy by the smallest one cannot increase the sum:

$$
\frac N2=\sum_{n>0}\Delta_n|X_{n0}|^2\ \ge\ E_g\sum_{n>0}|X_{n0}|^2=E_gN\xi^2 .
$$

The last equality is (4). Dividing by $NE_g$ gives

$$
\xi^2\le\frac1{2E_g},
$$

and restoring $\hbar^2/m$ gives (1). The two sides are equal if every bright state lies at $E_g$. If any bright state lies higher, its term was strictly reduced and the inequality is strict.

The argument holds for each axis with that axis's own threshold. If $E_g$ denotes the lowest threshold of the three axes, adding the three inequalities bounds the variance of the vector $\sum_i\mathbf r_i$, per electron, by $3\hbar^2/(2mE_g)$.

A small gap does not force a large $\xi$, since a weak transition at low energy lowers $E_g$ while hardly changing the variance. The reverse inference is valid: a large $\xi$ forces a small gap. Consider one electron shared equally between two narrow wells a distance $d$ apart. Its variance is about $d^2/4$, so (1) requires $E_g\lesssim 2/d^2$ in atomic units. As the tunnel splitting tends to zero, the two lowest states become degenerate and the bound goes to infinity.

### 6. A case of equality

Let the external potential along $x$ be parabolic, $\tfrac12\omega^2\sum_ix_i^2$, with a separate potential in the other directions, and let the repulsion depend on differences of positions. The repulsion then commutes with $P$. Since $[x^2,p]=2ix$,

$$
[H,P]=i\omega^2X .
$$

Define $A^\dagger=\omega X-iP$. Using (5),

$$
[H,A^\dagger]=\omega(-iP)-i(i\omega^2X)=\omega^2X-i\omega P=\omega A^\dagger .
$$

So $A^\dagger$ raises the energy by $\omega$. Its adjoint $A=\omega X+iP$ obeys $[H,A]=-\omega A$ and lowers the energy by $\omega$. No state lies below the ground state, hence $A|0\rangle=0$. Because $X=(A+A^\dagger)/2\omega$,

$$
X|0\rangle=\frac{1}{2\omega}A^\dagger|0\rangle ,
$$

which is an eigenstate with energy $E_0+\omega$. The dipole operator reaches this one state, so $E_g=\omega$ and $\xi^2=1/2\omega$, however strong the repulsion.

Take two electrons on a line with the softened repulsion $1/\sqrt{(x_1-x_2)^2+s^2}$ in atomic units, with $s=0.50$ Å, and $\hbar\omega=30.0$ eV. The bound is $3.8100/30.0=0.1270$ Å$^2$. The value of $\xi^2$ taken from the squared two-electron wave function, computed numerically, is also 0.1270 Å$^2$, and the ratio of the two is 1.000000. The factor $\tfrac12$ in (1) therefore cannot be improved for Hamiltonians of the class (2).

### 7. Strengths, polarisability and sharper limits

Define the normalised strength of each excitation,

$$
f_n=\frac{2\Delta_n|X_{n0}|^2}{N},\qquad \sum_{n>0}f_n=1 ,
$$

where the sum follows from (7). Angle brackets with a subscript $f$ denote averages with these weights. Equation (4) becomes

$$
\xi^2=\frac1N\sum_{n>0}\frac{Nf_n}{2\Delta_n}=\frac12\left\langle\frac1E\right\rangle_f .
\tag{8}
$$

The localisation length thus measures the mean inverse excitation energy, and the bound replaces that mean by its largest possible value $1/E_g$.

The static polarisability supplies a second moment. Let a constant force $F$ act on each electron, adding $-FX$ to $H$. To first order the ground state gains the amplitude $FX_{n0}/\Delta_n$ of state $n$, so the mean of $X$ changes by $2F\sum_{n>0}|X_{n0}|^2/\Delta_n$. Per electron and per unit force,

$$
\alpha=\frac2N\sum_{n>0}\frac{|X_{n0}|^2}{\Delta_n}=\left\langle\frac1{E^2}\right\rangle_f .
\tag{9}
$$

Three elementary inequalities now follow:

- The variance of $1/E$ is not negative, so $\langle1/E\rangle_f^2\le\langle1/E^2\rangle_f$, which gives $\xi^2\le\tfrac12\sqrt\alpha$.
- Since $1/E\le1/E_g$, we have $\langle1/E^2\rangle_f\le\langle1/E\rangle_f/E_g$, which gives $\xi^2\ge\tfrac12E_g\alpha$.
- For the same reason $\alpha\le1/E_g^2$.

Together,

$$
\frac{E_g\alpha}{2}\le\xi^2\le\frac{\sqrt\alpha}{2}\le\frac1{2E_g}.
\tag{10}
$$

Knowing $\alpha$ as well as the gap therefore encloses $\xi^2$ from both sides.

### 8. Two electrons in a double well

Now keep the same repulsion but use the lopsided well

$$
v(x)=35\,x^4-50\,x^2+5\,x ,
$$

with $v$ in eV and $x$ in Å. The lowest excitation lies at 3.526 eV and carries no dipole strength. A state that is odd under exchange of the two positions must be dark: $X$ is even under exchange and so is the nodeless ground state. The optical gap is 11.275 eV. The numbers in (10) are:

- lower limit from $\alpha$: 0.2198 Å$^2$;
- computed $\xi^2$: 0.2472 Å$^2$;
- upper limit from $\alpha$: 0.2725 Å$^2$;
- gap bound: $3.8100/11.275=0.3379$ Å$^2$.

The order is as required. The computed value is 73 % of the gap bound, because part of the strength lies above the threshold. Here $\xi^2$ came from the squared two-electron wave function, while $\alpha$ came from the displacement under small forces of both signs; that $\alpha$ agreed with the spectral sum (9) to within one part in a thousand. Had the dark level been used in place of the optical gap, the limit would have been $3.8100/3.526=1.08$ Å$^2$, which is true but much weaker.

### 9. Weak absorption below the main edge

Suppose that a fraction $w$ of the strength lies at or above a low energy $E_d$, and the rest at or above $E_1>E_d$. Equation (8) gives at once

$$
\xi^2\le\frac12\left[\frac{w}{E_d}+\frac{1-w}{E_1}\right].
\tag{11}
$$

Strictly, the optical gap is now $E_d$, and (1) is a poor limit if $w$ is small. Equation (11) keeps the limit close to the one set by the main edge, provided that $wE_1/E_d$ is small as well. This matters for oxides with defects.

### 10. Where the bound fails: a non-local shift of the gap

Computed gaps are sometimes corrected by raising all excited states rigidly by an energy $D>0$ and leaving the states themselves unchanged. This scissors shift corresponds to

$$
H'=H+D\,(1-|0\rangle\langle0|).
$$

The added term does not depend on positions alone, and it does not commute with $X$. The variance is unchanged because $|0\rangle$ is unchanged. Each excitation energy becomes $\Delta_n+D$, so

$$
\sum_{n>0}(\Delta_n+D)|X_{n0}|^2=\frac N2+DN\xi^2 .
\tag{12}
$$

The sum rule has grown. Repeating Section 5 with this larger sum gives

$$
\frac N2+DN\xi^2\ge(E_g+D)N\xi^2 .
$$

The terms in $D$ cancel, and we recover $\xi^2\le1/(2E_g)$ with the unshifted gap. The shifted gap may not be put into (1).

One electron in the parabolic well of 30.0 eV shows the failure. With $D=10.0$ eV the gap becomes 40.0 eV while $\xi^2$ stays at its old value. The ratio of $\xi^2$ to the supposed bound is $40.0/30.0=1.3333$, and the inequality is violated by a third.

The same caution applies to other model Hamiltonians with non-local potentials, such as non-local pseudopotentials and the Fock exchange operator in a one-electron equation: the double commutator can then have extra terms. The interacting Hamiltonian (2) itself has no such terms. A Kohn–Sham determinant from a local potential obeys (1) with its own Kohn–Sham gap, since it is the ground state of a Hamiltonian of the form (2). Combining its $\xi^2$ with a gap from another theory has no such guarantee.

## Second half: crystals and gate oxides

### 11. Symbols and results carried over

We keep atomic units in the algebra. $X$ and $P$ are the summed position and momentum of $N$ electrons along one axis, $\Delta_n=E_n-E_0$ is an excitation energy, and $E_g$ is the lowest one that carries dipole strength. For a finite system $N\xi^2$ is the variance of $X$. The normalised strengths $f_n$ add up to one, and

$$
\xi^2=\frac12\left\langle\frac1E\right\rangle_f,\qquad
\alpha=\left\langle\frac1{E^2}\right\rangle_f,\qquad
\frac{E_g\alpha}{2}\le\xi^2\le\frac{\sqrt\alpha}{2}\le\frac1{2E_g},
$$

where $\alpha$ is the static polarisability per electron. The last expression is the bound $\hbar^2/(2mE_g)$, with $\hbar^2/2m=3.8100$ eV Å$^2$.

### 12. A periodic sample has no position operator

Let a crystal be described by a sample of length $L$ whose wave functions repeat when any $x_i$ increases by $L$. Multiplication by $x_i$ destroys this periodicity, so (3) cannot be used as it stands. Introduce instead a twist $\kappa$:

$$
H(\kappa)=\sum_i\frac{(\mathbf p_i+\kappa\hat{\mathbf x})^2}{2}+W .
\tag{13}
$$

Let $\Phi_\kappa$ be its periodic ground state, with energy $E_0(\kappa)$. The function $e^{i\kappa X}\Phi_\kappa$ solves the original equation, with a phase $e^{i\kappa L}$ gained when one electron goes round the sample.

Set $q=2\pi/L$. The factor $e^{-iqX}$ is periodic, and $e^{-iqx}p\,e^{iqx}=p+q$, so

$$
e^{-iqX}H(\kappa)e^{iqX}=H(\kappa+q).
$$

The spectrum thus repeats with period $q$. We assume that the ground state stays non-degenerate for every $\kappa$; then $E_0(\kappa)$ is smooth and periodic.

### 13. The sum rule after averaging over twists

Let $\Pi=\partial H/\partial\kappa=P+N\kappa$. Choose the phase of $\Phi_\kappa$ so that $\langle\Phi_\kappa|\partial_\kappa\Phi_\kappa\rangle=0$. Differentiating $H\Phi=E_0\Phi$ gives

$$
(E_0-H)|\partial_\kappa\Phi\rangle=(\Pi-E_0')|\Phi\rangle .
$$

Project on an excited state $n$ of the same $H(\kappa)$. The constants $E_0'$ and $N\kappa$ have no matrix element between different states, hence

$$
\langle n|\partial_\kappa\Phi\rangle=-\frac{P_{n0}}{\Delta_n}.
\tag{14}
$$

Next differentiate $E_0'=\langle\Phi|\Pi|\Phi\rangle$, using $\partial\Pi/\partial\kappa=N$:

$$
E_0''=N+2\,\mathrm{Re}\langle\Phi|\Pi|\partial_\kappa\Phi\rangle
=N-2\sum_{n>0}\frac{|P_{n0}|^2}{\Delta_n}.
\tag{15}
$$

Denote the average over one period by a bar. Since $E_0'$ returns to its starting value, $\overline{E_0''}=0$, and

$$
\overline{\sum_{n>0}\frac{2|P_{n0}|^2}{\Delta_n}}=N .
\tag{16}
$$

This is the counterpart of (7), and under the stated assumption it holds for any $L$.

The bound $\xi^2\le\hbar^2/(2mE_g)$ is now proved for finite systems with local potentials, and a periodic sample has been shown to obey the corresponding sum rule (16) after averaging over twists. It remains to define $\xi$ for such a sample, prove the bound there, and apply it to filled bands and to the gate oxides HfO$_2$ and SiO$_2$.
